# Backward Euler diffusion: stable at any step, accurate at small ones

**Q.** I am simulating a boron implant in lightly doped n-type silicon, annealed for 30 minutes at 1000 °C. My solver uses backward Euler, which is unconditionally stable, so I took the whole anneal in one step of 1800 s. The profile is smooth and positive, and the junction lies at 470 nm. Since no step can be unstable, I see no reason to spend more of them.

**A.** Stability answers a different question from the one you need answered. It says that disturbances do not grow. It does not say that they decay at the rate the diffusion equation prescribes.

To separate the two, take constant diffusivity $D$, a slab $0<x<L$ with no flux through either face, and

$$\frac{\partial C}{\partial t}=D\frac{\partial^2 C}{\partial x^2}.$$

The functions $\cos kx$ with $k=n\pi/L$ have zero slope at both faces, so we may write $C$ as a sum of them with amplitudes $a_n(t)$. Two derivatives of $\cos kx$ give $-k^2\cos kx$, so each amplitude obeys its own equation:

$$\frac{da}{dt}=-\lambda a,\qquad \lambda=Dk^2,\qquad a(t)=a(0)e^{-\lambda t}.$$

Backward Euler evaluates the right-hand side at the end of the step:

$$\frac{a_{\rm new}-a_{\rm old}}{\Delta t}=-\lambda a_{\rm new}
\quad\Rightarrow\quad
a_{\rm new}=\frac{a_{\rm old}}{1+\lambda\Delta t}.$$

Since $\lambda\ge 0$, the factor lies between 0 and 1 for every $\Delta t>0$. That is the whole content of unconditional stability here. The true factor is $e^{-\lambda\Delta t}$, and nothing in the argument made the two equal.

**Q.** Forward Euler certainly punishes a large step. Why does it give a warning when backward Euler gives none?

**A.** Its factor is $1-\lambda\Delta t$, whose magnitude exceeds 1 once $\lambda\Delta t>2$. On a grid of spacing $h$ the second difference of a cosine is

$$\frac{\cos k(x+h)-2\cos kx+\cos k(x-h)}{h^2}
=-\frac{2(1-\cos kh)}{h^2}\cos kx
=-\frac{4}{h^2}\sin^2\!\frac{kh}{2}\,\cos kx .$$

The grid rates therefore do not exceed $4D/h^2$, and forward Euler is stable if $\Delta t\le h^2/(2D)$. With $D=1.5$ nm²/s and $h=2$ nm the limit is $4/3=1.33$ s. Your step is 1350 times longer. At the peak of a Gaussian implant of spread 35 nm the curvature is $C''=-C/(35\ \mathrm{nm})^2$, so one forward Euler step of 1800 s multiplies the peak by $1-2700/1225=-1.2$. You would notice the negative concentration, and further steps of that length would make the solution blow up. Backward Euler returns a well-behaved profile whether or not it is the right one.

**Q.** But backward Euler is strongly damping. If it errs, surely it kills the transients too fast?

**A.** It errs the other way. Write $z=\lambda\Delta t$ and define the numerical rate by $e^{-\lambda_{\rm num}\Delta t}=1/(1+z)$. Taking logarithms,

$$\lambda_{\rm num}=\frac{\ln(1+z)}{\Delta t},\qquad
\frac{\lambda_{\rm num}}{\lambda}=\frac{\ln(1+z)}{z}.$$

For $z>0$ the series $e^z=1+z+z^2/2+\dots$ has positive terms, so $e^z>1+z$ and $\ln(1+z)<z$. Every non-uniform mode decays too slowly. For small $z$ the ratio is $1-z/2$ to first order. For large $z$ it tends to zero: the fraction left after a step is about $1/z$, where it should be exponentially small.

The impression of strong damping comes from counting per step. A large step does reduce a fast mode by a large factor, but it also represents a long time, in which the true reduction is far larger.

For your single step, with $L=1000$ nm, the mode $n=10$ has a wavelength $2L/n=200$ nm and

$$\lambda=1.5\left(\frac{10\pi}{1000}\right)^2=1.480\times10^{-3}\ \mathrm{s^{-1}},\qquad z=\lambda T=2.665 .$$

The true fraction left is $e^{-2.665}=0.070$. Your step leaves $1/3.665=0.273$, and the rate is 0.487 of the true one. At a wavelength of 100 nm, $z=10.66$: the true fraction is $2.3\times10^{-5}$, yours is 0.086, and the rate ratio is 0.230.

**Q.** How does the error shrink if I divide the anneal into $N$ steps?

**A.** Put $y=\lambda T$, with $T$ the anneal time and $\Delta t=T/N$. The logarithm of the numerical factor is

$$-N\ln\!\left(1+\frac{y}{N}\right)
=-N\left(\frac{y}{N}-\frac{y^2}{2N^2}+\dots\right)
=-y+\frac{y^2}{2N}-\dots$$

Dividing by the true factor $e^{-y}$ leaves $e^{y^2/2N}\approx1+y^2/(2N)$. The relative amplitude error is thus $y^2/(2N)$ when this is small and $y\ll N$. For the 200 nm mode and 300 steps it is $2.665^2/600=0.0118$. The amplitude computed on the grid with 300 steps exceeds the time-exact amplitude on the same grid by the same 0.0118.

Relative to the initial amplitude, the error is $y^2e^{-y}/(2N)$. Its derivative is proportional to $(2y-y^2)e^{-y}$, which vanishes at $y=2$, so the largest error is $2e^{-2}/N=0.271/N$. For one step the small-step law does not apply; maximizing $1/(1+y)-e^{-y}$ numerically gives 0.204 at $y=2.51$. The worst modes are those that decay appreciably during the anneal. Much slower modes hardly change, and much faster ones are small in both solutions, by this measure.

**Q.** I did check the result. The dose is $1.0000\times10^{13}$ cm⁻², as implanted, and the rms depth is 128.94 nm, which is the analytic value. If diffusion were too slow, would the rms depth not be too small?

**A.** Those two quantities cannot reveal the fault. One step reads

$$C_{\rm new}-C_{\rm old}=D\Delta t\,C''_{\rm new}.$$

Integrate over depth. The right side gives the difference of slopes at the two faces, which is zero, so the dose $Q$ is conserved for any step. Next multiply by $x^2$ and integrate by parts twice:

$$\int_0^L x^2C''dx=\left[x^2C'-2xC\right]_0^L+2\int_0^L C\,dx\simeq 2Q .$$

The bracket vanishes at the surface and is negligible at $L$, because hardly any boron gets there. Dividing by $Q$, the mean square depth $m_2$ grows by $2D\Delta t$ per step, hence by $2DT$ in total, whatever $N$ is.

Let the implant be a Gaussian of depth $R=100$ nm and spread $s=35$ nm, with its small part at $x<0$ folded back into the silicon. Folding leaves $x^2$ unchanged, so

$$m_2(T)=R^2+s^2+2DT=10000+1225+5400=16625\ \mathrm{nm^2},$$

whose square root is 128.94 nm. You confirmed an identity that the method obeys at every step size.

The fourth power of depth does show the error. Two integrations by parts give $\int x^4C''dx\simeq12\int x^2C\,dx$, so $m_4$ rises in step $j$ by $12D\Delta t\,m_2$, with $m_2$ taken at the end of that step:

$$m_4(T)-m_4(0)=12D\Delta t\sum_{j=1}^{N}\left[m_2(0)+2Dj\Delta t\right].$$

With $\sum j=N(N+1)/2$ and $N\Delta t=T$ this becomes

$$12DT\,m_2(0)+12D^2\left(T^2+T\Delta t\right).$$

The true increase is $12D\int_0^T[m_2(0)+2Dt]\,dt=12DTm_2(0)+12D^2T^2$. The excess is therefore $12D^2T\Delta t=12D^2T^2/N$. For your single step it is $12\times2700^2=8.75\times10^7$ nm⁴, about 14% of the true $6.29\times10^8$ nm⁴. High powers of depth weight the deep boron, so there is too much of it, and the junction lies in that tail.

**Q.** What does my one-step profile look like there?

**A.** It is an exponential where it should be a Gaussian. A single step of length $T$ solves

$$C-\ell^2C''=C_0,\qquad \ell=\sqrt{DT}=\sqrt{2700}=51.96\ \mathrm{nm},$$

where $C_0$ is the implant. For a unit source at depth $y$ in an unbounded medium the solution is $e^{-|x-y|/\ell}/(2\ell)$. It satisfies $C=\ell^2C''$ away from $y$, and its slope jumps by $-1/\ell^2$ at $y$, as the source demands. This response is positive and has unit area, which is why the profile cannot go negative or rise above its earlier maximum.

The zero-flux surface is represented by an image source at $-y$. For $x>y$ the sum is

$$\frac{e^{-x/\ell}}{2\ell}\left(e^{y/\ell}+e^{-y/\ell}\right)=\frac{e^{-x/\ell}}{\ell}\cosh\frac{y}{\ell}.$$

Now average over the implant. For a Gaussian, $\langle e^{\pm y/\ell}\rangle=e^{\pm R/\ell+s^2/2\ell^2}$, and folding does not matter because cosh is even. Deeper than the implanted boron,

$$C(x)=\frac{Q}{\ell}\cosh\frac{R}{\ell}\;e^{s^2/2\ell^2}\,e^{-x/\ell}.$$

Setting this equal to the background $C_B=10^{15}$ cm⁻³ gives

$$x_j=\ell\ln\!\left[\frac{Q}{\ell C_B}\cosh\frac{R}{\ell}\;e^{s^2/2\ell^2}\right].$$

Here $Q/(\ell C_B)=1925$, the cosh is 3.50 and the last factor is 1.255. The logarithm of the product is 9.04, so $x_j=469.8$ nm, which is the value you found.

The true profile is a Gaussian of variance $\sigma^2=s^2+2DT=6625$ nm², plus its image in the surface. It reaches the background at 386.5 nm. Your junction is 83 nm too deep. At 387 nm your boron concentration is $4.9\times10^{15}$ cm⁻³ against a true $9.8\times10^{14}$ cm⁻³, a factor of five.

**Q.** You said that every mode decays too slowly. Yet the boron has gone too deep, as if diffusion had been too fast.

**A.** A slow mode means that structure survives; it does not fix the sign of the error at a given depth. The cosines have both signs there. Your peak is also too high, $6.3\times10^{17}$ cm⁻³ instead of $5.2\times10^{17}$ cm⁻³. With the dose fixed, an excess at the peak and in the tail has to be paid for by a deficit elsewhere.

For small steps we can locate it. Each mode is too large by the relative amount $(\lambda T)^2/(2N)=D^2T^2k^4/(2N)$. Since four derivatives of $\cos kx$ give $k^4\cos kx$, summing over modes gives

$$\delta C=\frac{D^2T^2}{2N}\frac{\partial^4C}{\partial x^4},$$

with $C$ the true final profile. Near the junction the image is negligible, so $C\propto g=e^{-u^2/2}$ with $u=(x-R)/\sigma$. Differentiating with respect to $u$ in turn,

$$g'=-ug,\quad g''=(u^2-1)g,\quad g'''=(3u-u^3)g,\quad g''''=(u^4-6u^2+3)g .$$

The junction moves until the total is again $C_B$, so $C'\delta x+\delta C=0$. Each derivative with respect to $x$ brings a factor $1/\sigma$, and

$$\delta x=-\frac{\delta C}{C'}=\frac{D^2T^2}{2N\sigma^3}\left(u^3-6u+\frac{3}{u}\right).$$

The polynomial $u^4-6u^2+3$ vanishes at $u^2=3\pm\sqrt6$, that is at $u=0.74$ and $u=2.33$. Between these values $\delta C$ is negative and the computed junction is too shallow. In this single-Gaussian, leading-order estimate, that happens for a background between about 7% and 76% of the peak. For the actual profile, with its surface image, the small-step range is about 6% to 70% of the peak, at depths from 164 to 290 nm. Your background is far lower, so your junction comes out too deep.

**Q.** Then how many steps do I need?

**A.** At your junction $u=(386.5-100)/81.39=3.52$. The bracket is $43.61-21.12+0.85=23.34$, and the prefactor without $1/N$ is $2700^2/(2\times81.39^3)=6.76$ nm. Hence $\delta x\approx158\ \mathrm{nm}/N$. An error of 1 nm calls for 158 steps of 11.4 s. A run with 158 steps gives an error of 0.99 nm.

These are the computed junctions; errors are relative to the time-exact solution on the same grid.

| $N$ | $\Delta t$ (s) | junction (nm) | error (nm) |
|---|---|---|---|
| 1 | 1800 | 469.8 | 83.3 |
| 10 | 180 | 400.5 | 14.0 |
| 100 | 18 | 388.1 | 1.56 |
| 1000 | 1.8 | 386.7 | 0.16 |

The law would predict 158 nm for $N=1$, where 83 nm is found, so it must not be used for such coarse stepping. By $N=100$ it is good.

Stability remains useful. The 11.4 s step is 8.5 times the forward Euler limit for this grid. That limit falls as $h^2$ when the grid is refined, whereas the step needed for accuracy is set by the profile.

**Q.** Could I keep the single step and refine the grid instead?

**A.** No. With $h=1$ nm the one-step junction is still at 469.8 nm. The finer grid gives a better solution of $C-\ell^2C''=C_0$, which is the wrong equation for this anneal.

Refine the time step instead, and compare. When the error is $c/N$, with $x_*$ the limit of small steps,

$$x_j(N)=x_*+\frac{c}{N},\qquad x_j(2N)=x_*+\frac{c}{2N}.$$

The difference $x_j(N)-x_j(2N)=c/(2N)$ is the error of the finer run, and $2x_j(2N)-x_j(N)=x_*$ removes it to this order. For $N=100$ and 200 the junctions are 388.09 and 387.32 nm. Their difference, 0.77 nm, agrees with the finer run's error of 0.78 nm. The combination, from unrounded values, is 386.54 nm, in error by 0.01 nm. No analytic solution is needed for this procedure.

**Q.** My next problem has an oxide on the silicon, with boron segregating across the interface. Does the argument survive?

**A.** It does for a fixed interface in segregation equilibrium, with constant diffusivities. Let $C_{\rm Si}=mC_{\rm ox}$ at the interface, with equal flux on both sides. Give the oxide a weight $w=m$ and the silicon $w=1$. For two functions $\phi,\chi$ obeying these conditions and zero flux at the outer faces, integration by parts gives

$$\int w\chi(D\phi')'dx=-\int wD\chi'\phi'dx .$$

The interface terms cancel because both $w\chi$ and $D\phi'$ are continuous there. The right side is unchanged when $\phi$ and $\chi$ are exchanged, so the decay rates are real; setting $\chi=\phi$ shows that they are not negative. Each mode again obeys $da/dt=-\lambda a$, and the same factor $1/(1+\lambda\Delta t)$ follows.

If the oxide grows, or $D$ depends on concentration, the modes no longer evolve independently and these formulas do not carry over. Halving the step is then the practical check.

**Q.** How much of this matters beside what the model itself leaves out?

**A.** The parameters are rough typical values for low-dose boron near 1000 °C, and $D=1.5$ nm²/s is $1.5\times10^{-14}$ cm²/s. Several neglected effects can be sized by their junction shifts:

- Doping-dependent diffusion with the built-in field gives +1.1 nm, for an intrinsic carrier density of $7\times10^{18}$ cm⁻³ and boron moving with singly positive defects. The initial boron peak is $1.1\times10^{18}$ cm⁻³, well below that density.
- Implant damage gives about +2 nm if it is released at 1000 °C. Suppose one silicon interstitial per ion escapes to a perfectly absorbing surface. With interstitial transport $D_IC_I^*=3\times10^6$ cm⁻¹s⁻¹ in equilibrium, the enhanced diffusion is worth an extra time $QR/(D_IC_I^*)=10^{13}\times10^{-5}/(3\times10^6)=33$ s. In a slow ramp much of the damage is released at lower temperature, where each escaping interstitial moves the boron farther. The shift can then be many times larger, so the ramp has to be simulated too.
- A 2 nm oxide in equilibrium with the surface, with $m=0.3$, takes up about 3% of the dose but moves the junction by far less than 0.1 nm. The boron is lost at the surface, and hardly any of it would have reached the junction.
- A furnace 5 K too hot raises $D$ by 13%, for an activation energy of 3.5 eV, and gives +14 nm.
- Boron channeled between the rows of the crystal leaves a tail deeper than the Gaussian. If 5% of the dose lay in an exponential tail starting at 100 nm with a decay length of 50 nm, the shift would be about +21 nm. The size depends strongly on the tail, so a real case should start from a measured or simulated implant profile.

The one-step error of 83 nm exceeds each of the shifts quoted, but two of them are not bounded by it. Damage released at 700 °C would give about +74 nm by the same estimate, if interstitial transport has an activation energy of about 4.8 eV, and a 5% channeling tail with a decay length of 100 nm would give about +130 nm. Ten steps leave an error like that of the 5 K temperature offset, and 158 steps bring it down to the size of the smaller effects. Heavily doped devices violate the low-dose assumption. At $10^{15}$ cm⁻² the damage estimate alone would give an extra time of 3300 s, longer than the anneal, so a constant $D$ would no longer serve.

**Q.** Is there any case in which my single huge step would have been right?

**A.** Yes, if you want the final equilibrium of a closed slab. The uniform mode has $\lambda=0$ and is reproduced at any step, while every other mode is reduced to $1/(1+\lambda\Delta t)$, which can be made as small as you like. The path to equilibrium is then wrong, but you are not asking for it. A 30-minute anneal is stopped on the way, and its junction depth depends on how far the transients have decayed.

## Computed values

```
diffusivity D = 1.50 nm^2/s; anneal time T = 1800 s
temperature = 1273.15 K; dose = 1.0e+13 cm^-2
implant depth = 100 nm; spread = 35 nm
background doping = 1.0e+15 cm^-3
slab depth L = 1000 nm; grid spacing h = 2.0 nm
forward Euler step limit = 1.333 s
one-step backward Euler: dt / that limit = 1350
mode n=5, wavelength 400 nm: rate 3.701e-04 1/s, lam*T = 0.666
  fraction left: true 5.137e-01, one step 6.002e-01; rate ratio 0.766
mode n=10, wavelength 200 nm: rate 1.480e-03 1/s, lam*T = 2.665
  fraction left: true 6.961e-02, one step 2.729e-01; rate ratio 0.487
  300 steps: relative amplitude error 0.0118, small-step law 0.0118
mode n=20, wavelength 100 nm: rate 5.922e-03 1/s, lam*T = 10.659
  fraction left: true 2.348e-05, one step 8.577e-02; rate ratio 0.230
one step, worst mode: lam*T = 2.513, absolute error = 0.2036 of initial amplitude
many steps, worst absolute mode error times N = 0.2707
initial peak = 1.139e+18 cm^-3
exact junction depth = 386.50 nm
N = 1, dt = 1800.0 s: junction 469.83 nm, error +83.30 nm
N = 3, dt = 600.0 s: junction 424.94 nm, error +38.40 nm
N = 10, dt = 180.0 s: junction 400.52 nm, error +13.99 nm
N = 30, dt = 60.0 s: junction 391.56 nm, error +5.03 nm
N = 100, dt = 18.0 s: junction 388.09 nm, error +1.56 nm
N = 200, dt = 9.0 s: junction 387.32 nm, error +0.78 nm
N = 300, dt = 6.0 s: junction 387.06 nm, error +0.52 nm
N = 1000, dt = 1.8 s: junction 386.69 nm, error +0.16 nm
one step: dose = 1.0000e+13 cm^-2
rms depth: exact 128.94 nm, one step 128.94 nm
mean x^4: exact 6.292e+08 nm^4, one-step excess 8.748e+07 nm^4
final peak: exact 5.189e+17 cm^-3, one step 6.307e+17 cm^-3
at x = 387 nm: exact 9.784e+14 cm^-3, one step 4.923e+15 cm^-3
one-step tail length = 51.96 nm; tail-formula junction = 469.82 nm
one step on 1.0 nm grid: junction 469.82 nm
final spread sigma = 81.39 nm; u = 3.520
small-step law: junction error times N = 157.8 nm
steps for 1 nm: N = 158, dt = 11.39 s, measured error 0.989 nm
that dt / forward Euler limit = 8.5
extrapolated from N = 100 and 200: 386.54 nm, error +0.012 nm
intrinsic carriers = 7.0e+18 cm^-3; doping-dependent D and field: shift +1.09 nm
interstitial transport D_I*C_I = 3.0e+06 cm^-1 s^-1
implant damage: extra time 33.3 s, shift +1.98 nm
oxide 2.0 nm, segregation C_Si/C_ox = 0.3: dose lost 3.07 %, shift -0.72 nm
5 K too hot, activation 3.5 eV: D up 13.3 %, shift +13.87 nm
```
